Choked flow of an ideal-gas precursor through a converging valve

Q: A precursor reservoir feeds a deposition chamber through a valve. I am told that once the chamber pressure is low enough, pumping harder no longer draws more vapour through. I doubt it. A larger pressure difference should push harder. What is being assumed?

A: The reservoir is large and holds gas at rest at absolute pressure p0 and temperature T0, the stagnation values. The valve passage narrows smoothly to its smallest area A, the throat, where it opens into a chamber at pressure p_b. The flow is steady, uniform over each cross-section, frictionless and without heat exchange, and nothing condenses. The vapour is a perfect gas,

p = ρ R_s T, R_s = R/M,

where ρ is density, R the molar gas constant and M the molar mass. The heat-capacity ratio γ = c_p/c_v is constant and greater than one. With c_p − c_v = R_s this gives c_v = R_s/(γ − 1).

Q: Then begin with the gas itself. How does its density respond as the pressure falls?

A: For unit mass, the volume is 1/ρ. Without heat exchange or friction, the internal energy changes only through compression work:

c_v dT = −p d(1/ρ) = (p/ρ²) dρ.

Insert p = ρR_sT and c_v = R_s/(γ − 1), then divide by R_sT:

dT/T = (γ − 1) dρ/ρ.

Integration gives T ∝ ρ^(γ−1). Since p ∝ ρT, it follows that p ∝ ρ^γ. With r = p/p0 for the pressure ratio at any section,

ρ = ρ0 r^(1/γ), T = T0 r^((γ−1)/γ), ρ0 = p0/(R_sT0).

Q: That is thermodynamics. Where does the push enter?

A: Through the momentum balance of a thin slice. The pressures on its two ends contribute −d(pA_x) to the force along the flow, where A_x is the local area. The sloping wall contributes +p dA_x. Their sum is −A_x dp. The mass flow ṁ = ρuA_x, with u the gas speed, gains momentum at the rate ṁ du. Hence

ρuA_x du = −A_x dp, or u du = −dp/ρ.

Integrate from rest at p0 to the local pressure p, writing s = p′/p0:

u²/2 = ∫ from p to p0 of dp′/ρ(p′)
= (p0/ρ0) ∫ from r to 1 of s^(−1/γ) ds
= R_sT0 [γ/(γ − 1)] [1 − r^((γ−1)/γ)].

The speed does rise whenever the local pressure falls. Your intuition is right about speed.

Q: So a lower pressure means a higher speed and therefore more flow.

A: Mass flow per unit area is G = ρu, and the density falls while the speed rises. Squaring the product and inserting both results gives

G² = ρ0² r^(2/γ) · [2γ/(γ − 1)] R_sT0 [1 − r^((γ−1)/γ)].

Now ρ0²R_sT0 = p0²/(R_sT0), and the exponents add as 2/γ + (γ − 1)/γ = (γ + 1)/γ. Thus

G = [p0/√(R_sT0)] √{[2γ/(γ − 1)] f(r)},
f(r) = r^(2/γ) − r^((γ+1)/γ).

This vanishes at r = 1, where the gas is at rest, and at r = 0, where its density is zero. Differentiation gives

f′(r) = (2/γ) r^(2/γ−1) − [(γ + 1)/γ] r^(1/γ)
= (1/γ) r^(1/γ) [2r^(−(γ−1)/γ) − (γ + 1)].

The last bracket decreases steadily with r. It is positive for small r and equals 1 − γ < 0 at r = 1, so it changes sign once. The flux therefore has one maximum, at

r*^((γ−1)/γ) = 2/(γ + 1),
r* = [2/(γ + 1)]^(γ/(γ−1)).

Q: Is there anything physical about that point, or is it just a zero of a derivative?

A: It is where the gas reaches the local speed of sound. To find that speed, ride with a weak pressure front. Gas of density ρ enters at speed a and leaves at a − dv with density ρ + dρ. Mass conservation, to first order, gives a dρ = ρ dv. Momentum gives dp = ρa dv. Eliminating dv,

a² = dp/dρ = γp/ρ = γR_sT,

where the derivative follows p ∝ ρ^γ because a weak sound wave is isentropic. At r*, the temperature is T* = 2T0/(γ + 1), and the speed formula gives

u² = [2γ/(γ − 1)] R_sT0 [1 − 2/(γ + 1)]
= [2γ/(γ − 1)] R_sT0 (γ − 1)/(γ + 1)
= 2γR_sT0/(γ + 1) = γR_sT*.

So u = a there. In general the Mach number Ma = u/a obeys

Ma² = [2/(γ − 1)] (T0/T − 1),

which rises as r falls. Pressures above r*p0 belong to subsonic flow and pressures below it to supersonic flow.

Q: Your flux formula now makes matters worse. If I lower the chamber pressure below r*p0, it predicts that the flow decreases, and into a vacuum it predicts no flow at all.

A: It would, if the chamber pressure were the throat pressure. The formula gives the flux at a section where the gas has pressure rp0. Whether the throat can have that pressure is a separate question.

Let G* be the maximum flux. At a section upstream of the throat the area A_x exceeds A, so

G = ṁ/A_x < ṁ/A ≤ G*.

The gas therefore cannot pass through the maximum before the throat. It starts from rest on the subsonic side and, since its pressure varies continuously, stays there. At the throat it may reach the maximum but cannot have crossed it. Hence the throat pressure p_t satisfies p_t ≥ r*p0, however low p_b is.

Q: Why does narrowing accelerate the gas up to that point but not beyond it?

A: Take the logarithmic differential of constant ρuA_x:

dρ/ρ + du/u + dA_x/A_x = 0.

From dρ = dp/a² and dp = −ρu du, one has dρ/ρ = −Ma² du/u. Therefore

dA_x/A_x = (Ma² − 1) du/u.

In subsonic flow the density falls by a smaller fraction than the speed rises, so acceleration needs a narrowing passage. In supersonic flow the density falls by the larger fraction, and acceleration needs a widening one. A converging passage cannot supply that.

Q: You have bounded the throat pressure from below. You have not shown what value it takes.

A: The chamber can alter the flow in the passage only through pressure waves travelling upstream. A weak wave moving against the gas has velocity u − a, counted positive downstream. There are two cases.

If p_b > r*p0, the throat must settle at p_t = p_b. A subsonic throat at any other pressure would send a wave upstream and would not be steady. A sonic throat would be at r*p0, below the chamber pressure. The resulting compression would also enter. By the relation dp = ρa dv, a pressure rise travelling upstream slows the gas, and by T ∝ p^((γ−1)/γ) it warms the gas and so raises a. Thus u − a, which is zero in the sonic gas, becomes negative as the pressure rises, and the compression moves into the passage.

If p_b ≤ r*p0, a subsonic throat is impossible. It would have to match the chamber, p_t = p_b ≤ r*p0, whereas subsonic flow requires p_t > r*p0. The throat is therefore sonic, with p_t = r*p0 and u − a = 0. An expansion wave from the chamber can no longer advance into the passage. The remaining pressure drop occurs outside the throat, in the emerging jet.

Q: Then what is the flow in the second case?

A: Put r* into f:

f(r*) = r*^(2/γ) [1 − r*^((γ−1)/γ)]
= [2/(γ + 1)]^(2/(γ−1)) (γ − 1)/(γ + 1).

The factor γ − 1 cancels in the flux:

G*² = [p0²/(R_sT0)] [2γ/(γ + 1)] [2/(γ + 1)]^(2/(γ−1))
= [γp0²/(R_sT0)] [2/(γ + 1)]^((γ+1)/(γ−1)),

because 1 + 2/(γ − 1) = (γ + 1)/(γ − 1). Taking the root and multiplying by A gives, for every p_b ≤ r*p0,

ṁ = A p0 √[γ/(R_sT0)] [2/(γ + 1)]^((γ+1)/(2(γ−1))).

The chamber pressure is absent. At fixed T0, A and gas composition, ṁ is proportional to p0. The reason is visible at the throat: its density is a fixed fraction of p0/(R_sT0), while its speed depends on T0 but not on p0. Raising T0 at fixed p0 lowers the density as 1/T0 and raises the speed as √T0, leaving ṁ ∝ 1/√T0.

Q: Give me numbers for a valve of plausible size.

A: Take a model vapour with M = 50 g/mol and γ = 1.25, at T0 = 400 K and p0 = 10 kPa, behind a circular throat 0.50 mm in diameter. The area is 0.19635 mm² and R_s = 166.29 J/(kg K). The critical ratio is

r* = (2/2.25)^5 = 0.55493,

so the valve chokes when the chamber is at or below 5.549 kPa. The throat then has T* = 2 × 400/2.25 = 355.6 K, density 0.09386 kg/m³ and speed 271.86 m/s. The ideal, frictionless mass flow is

ṁ = 0.09386 × 271.86 × 0.19635×10⁻⁶ kg/s
= 5.01×10⁻⁶ kg/s = 5.01 mg/s.

Dividing by 50 g/mol gives 100.2 µmol/s. This is 134.8 sccm, with the standard cubic centimetre defined at 0 °C and 101325 Pa.

Now lower the chamber pressure with the reservoir unchanged:

9.0 kPa: 3.195 mg/s
8.0 kPa: 4.208 mg/s
7.0 kPa: 4.749 mg/s
6.0 kPa: 4.986 mg/s
5.0 kPa: 5.010 mg/s
2.0 kPa: 5.010 mg/s
0.1 kPa: 5.010 mg/s

Using 0.1 kPa as the throat pressure would have given 0.469 mg/s, less than a tenth of the choked flow.

Q: The flow at 6 kPa is already almost the final value. Does the valve choke gradually?

A: The flow approaches its plateau with zero slope because the flux is at a maximum there. Let δ = r − r* be small and positive. In f″(r*) only the derivative of the vanishing bracket survives:

f″(r*) = (1/γ) r*^(1/γ) · [−2(γ − 1)/γ] r*^(−(γ−1)/γ−1)
= −[2(γ − 1)/γ²] r*^(2/γ−2).

Since f(r*) = r*^(2/γ)(γ − 1)/(γ + 1), division gives

f″(r*)/f(r*) = −2(γ + 1)/(γ²r*²).

The flux varies as √f, and f ≈ f(r*) + f″(r*)δ²/2. Expanding the root gives, to leading order,

ṁ/ṁ_choked ≈ 1 + [f″(r*)/(4f(r*))] δ²
= 1 − [(γ + 1)/(2γ²)] (δ/r*)².

At 6.0 kPa, δ/r* = (6.0 − 5.5493)/5.5493 = 0.0812. The coefficient is 2.25/3.125 = 0.72, so the predicted deficit is 0.72 × 0.0812² = 0.0047, or 0.47% of the choked flow. The full formula gives 1 − 4.9859/5.0100 = 0.48%. A nearly flat flow curve is thus not proof that the throat is sonic.

Q: And at the other end, where the pressure difference is small? There I expect the ordinary square-root law.

A: You get it. Put r = 1 − ε, where ε = (p0 − p_b)/p0 is small. Since f(1) = 0 and f′(1) = −(γ − 1)/γ, we have f ≈ ε(γ − 1)/γ. Then

G ≈ p0 √[2ε/(R_sT0)] = √[2ρ0(p0 − p_b)].

This is the constant-density result, in which the pressure difference drives the flow as you first supposed. At p_b = 9 kPa, with ρ0 = 0.15034 kg/m³, it gives

ṁ ≈ 0.19635×10⁻⁶ √(2 × 0.15034 × 1000) kg/s = 3.40 mg/s.

That is about 7% above the compressible result of 3.195 mg/s. The constant-density estimate leaves out the thinning of the gas as it expands. At 9 kPa the density is 8% below ρ0, while the speed is 2% above the constant-density value, which offsets part of that.

Q: Is proportionality to the reservoir pressure special to choking? The factor p0 stands in front of the unchoked formula too.

A: There the other factor also contains p0, through r = p_b/p0. At fixed chamber pressure, raising p0 lowers r, and on the subsonic side this raises f. The flow therefore grows more than proportionally until the valve chokes.

With the chamber at 1 kPa, reservoirs at 5, 10 and 20 kPa give 2.505, 5.010 and 10.020 mg/s. All three are choked, and each doubling of pressure doubles the ideal flow. With the chamber at 8 kPa, going from 10 to 20 kPa changes the flow from 4.208 to 10.020 mg/s, a factor of 2.38. The first state is unchoked; the second is choked, since 8/20 = 0.40 is below r*.

The pressure must be absolute. A gauge that reads relative to the atmosphere gives a straight line with an offset, not proportionality.

Q: My pressure gauge sits in the feed tube, where the gas is already moving. Does that spoil the law?

A: It changes the coefficient, not the proportionality, if the flow from the gauge to the throat meets our assumptions. Let the tube area at the gauge be A_g > A. In choked flow, conservation of mass requires G_g/G* = A/A_g at the gauge. Both fluxes carry the same factor p0/√(R_sT0), so this equation fixes the gauge's pressure ratio r_g on the subsonic side independently of p0. The gauge reads r_gp0, which is proportional to p0. Friction in a long feed line is another matter, because the stagnation pressure reaching the valve is then lower than that in the reservoir.

Q: The decisive step was your argument about waves. Does a flow left to develop in time really choose these states?

A: This was tested by solving the time-dependent equations for mass, momentum and energy in a converging passage, starting from gas at rest. Neither steadiness nor constant entropy was imposed inside. With γ = 1.25, and in units with R_s = 1, A = 1, p0 = 1 and T0 = 1, chamber pressures of 0.50, 0.30 and 0.05 all gave a flow of 0.6580, against 0.6581 from the formula. At 0.75 the flow was 0.5939, against 0.5940, so the unchoked valve did respond to the chamber. Doubling p0 with the chamber at 0.30 gave 1.3160, twice the earlier flow. The largest deviation over all seven cases was 0.026% of the formula value.

The limit of this evidence should be clear. At the outlet, the calculation let the chamber act only through waves able to travel upstream, and it set the exit to its sonic state whenever matching the chamber pressure would have required more. The equal flows at 0.50, 0.30 and 0.05 are built into that condition. It therefore tests what follows from that rule, including the approach to a steady state, but not the rule itself. The individual cases are in the numerical output.

Q: What does the law say about the dose in one deposition pulse?

A: For a rectangular pulse of 20 ms with constant reservoir conditions, the dose is

5.010 mg/s × 0.020 s = 0.1002 mg = 100.2 µg,

or 2.004 µmol. It does not depend on the chamber pressure as long as the valve remains choked throughout. This is the amount delivered to the chamber, not the amount that reacts at the surface. The estimate leaves out the opening and closing of the valve and the time needed to establish steady flow. If the reservoir is small enough for its pressure to fall during the pulse, p0 and in general T0 change with time, and the flow must be integrated.

If a carrier gas is present, ṁ is the total mass flow. The precursor flow is a fixed fraction of it only while the composition is fixed. If the source is vapour in equilibrium with its own liquid or solid, heating it changes p0 together with T0, so the factor 1/√T0 alone does not describe the effect of heating.

Q: Precursor vapour is often thin. Can I keep lowering p0 and trust the straight line down to zero?

A: No. The derivation treats the gas as a continuum, which requires a mean free path λ much smaller than the throat. For hard spheres of diameter d, a molecule sweeps out the cross-section πd² at the mean relative speed. The difference of two independent thermal velocities has twice the variance of one, so this speed is √2 times the mean molecular speed. With p/(k_BT) molecules per unit volume,

λ = k_BT/(√2 πd²p).

For a model diameter of 0.50 nm, λ is 0.497 µm in the reservoir and 0.796 µm at the choked throat. Divided by the throat diameter, the latter gives a Knudsen number of 0.0016, so the continuum description is reasonable here. At fixed temperature this number varies as 1/p0. A reservoir at 10 Pa instead of 10 kPa would make it about 1.6. Molecules would then cross the throat with few collisions, and the present derivation would not apply.

Friction can spoil the straight line earlier. Its importance is judged by the Reynolds number ρuD/μ, where D is the throat diameter and μ the viscosity. The viscosity of a dilute gas hardly depends on pressure, so at fixed temperature this number falls in proportion to p0. The slow layer at the wall then fills more of the throat, and the flow drops further below the ideal value while the gas is still a continuum.

The example is already affected. For the same hard-sphere model, kinetic theory gives μ = (5/16)√(πmk_BT)/(πd²), with m the molecular mass. At the throat temperature this is about 1.4×10⁻⁵ Pa s, which gives a Reynolds number Re near 900. While the gas crosses a passage about one diameter long, friction reaches a distance of order D/√900 = D/30 from the wall. A ring of that width covers about 13% of the throat area, and the gas in it is slowed. A loss of order ten percent should therefore be expected at 10 kPa. Since the layer scales as D/√Re, the loss grows roughly as 1/√p0 when p0 is lowered, and it is larger in a longer passage.

Q: And a real valve in the continuum range?

A: Friction and a contracting jet can be expressed by a discharge coefficient C_d, the ratio of actual to ideal flow. Proportionality to p0 survives if C_d stays constant, and independence of p_b requires that C_d not vary with p_b. Neither is guaranteed by the ideal derivation, so a metering valve needs calibration over its working range.

The shape beyond the throat matters as well. If the passage widens again, the area relation shows that a subsonic stream slows there, and u du = −dp/ρ shows that its pressure rises. The chamber can then be above r*p0 while the throat is already sonic. The onset of choking moves to a higher chamber pressure, but the ideal choked flow through the same throat is unchanged.

A value such as γ = 1.25 also presumes that the molecular vibrations give up their energy while the gas crosses the throat. That takes about 2 µs here, roughly 900 collisions at 10 kPa and fewer at lower p0. If the vibrations lag, the effective γ is higher; γ = 4/3 would raise the ideal choked flow by about 2%.

Finally, the vapour cools as it expands. In the example it reaches 355.6 K at 5.549 kPa in the throat. For a real precursor this pressure should be compared with the saturation pressure at that temperature. If the vapour is supersaturated it may condense, releasing heat and removing gas, and the perfect-gas isentrope no longer describes the flow.

Values computed for the example and the checks

```
heat-capacity ratio gamma = 1.25
molar mass = 50.0 g/mol
specific gas constant = 166.29 J/(kg K)
reservoir temperature = 400.0 K
reservoir pressure = 10.00 kPa
reservoir density = 0.15034 kg/m^3
throat diameter = 0.50 mm
throat area = 0.19635 mm^2
critical pressure ratio = 0.55493
throat pressure, choked = 5.5493 kPa
throat temperature, choked = 355.56 K
throat density, choked = 0.09386 kg/m^3
throat speed, choked = 271.86 m/s
choked mass flow = 5.0100 mg/s
choked molar flow = 100.20 umol/s
choked flow, 0 C and 101325 Pa = 134.8 sccm
pulse time = 20.0 ms
pulse dose = 100.20 ug
pulse dose = 2.004 umol
model molecule diameter = 0.50 nm
mean free path, reservoir = 0.497 um
mean free path, throat = 0.796 um
throat Knudsen number = 0.00159
Reservoir 10 kPa: chamber pressure, mass flow
  9.0 kPa, 3.1954 mg/s
  8.0 kPa, 4.2075 mg/s
  7.0 kPa, 4.7490 mg/s
  6.0 kPa, 4.9859 mg/s
  5.0 kPa, 5.0100 mg/s
  2.0 kPa, 5.0100 mg/s
  0.1 kPa, 5.0100 mg/s
wrong use of p_down=0.1 kPa at throat: 0.4692 mg/s
Chamber 1 kPa: reservoir pressure, mass flow
  5.0 kPa, 2.5050 mg/s
  10.0 kPa, 5.0100 mg/s
  20.0 kPa, 10.0200 mg/s
chamber 8 kPa, reservoir 10 kPa: 4.2075 mg/s
chamber 8 kPa, reservoir 20 kPa: 10.0200 mg/s
flow ratio on this doubling = 2.3815
Euler runs, reduced units: p_up, T_up, p_down, run, formula
  1.0, 1.0, 0.90, 0.41962, 0.41972
  1.0, 1.0, 0.75, 0.59392, 0.59402
  1.0, 1.0, 0.50, 0.65800, 0.65806
  1.0, 1.0, 0.30, 0.65800, 0.65806
  1.0, 1.0, 0.05, 0.65800, 0.65806
  2.0, 1.0, 0.30, 1.31599, 1.31613
  1.0, 1.5, 0.30, 0.53725, 0.53731
largest Euler deviation = 0.026 percent
```
